**Eyring prefactor for an activation entropy of −50 J/(mol K) at 473 K**

The program evaluates $A_E=(k_BT/h)\exp(\Delta S^\ddagger/R)$, where $\Delta S^\ddagger$ is the activation entropy, $T$ the temperature and $k_B$, $h$ and $R$ are the Boltzmann, Planck and gas constants. It obtains $2.41\times10^{10}$ s$^{-1}$, a factor of 409 below $k_BT/h$. It asserts that the Eyring rate agrees with a classical flux computed without $h$, for two shapes of a narrowing channel, one of them tuned to the stated entropy. It also asserts the factor $e$ between the Arrhenius and Eyring prefactors by finite differences, and the harmonic entropy formula by sums over levels. Further assertions cover the probability of reaction before desorption and the tunnelling correction for a parabolic barrier. For the example's round parameters, the output gives a reaction probability of 0.31, against 0.994 with zero activation entropy. It also sizes the effects of tunnelling, anharmonicity, temperature and errors in the entropy and the barrier.

## Program and output

```python
# Result under test: for a first-order surface reaction step,
#   k = A_E exp(-dH/(R T)),   A_E = (kB T/h) exp(dS/R),
# and dS = -50 J/(mol K) at T = 473 K gives A_E of about 2.4e10 1/s.
# dS, dH: activation entropy and enthalpy; the transition state excludes
# motion along the reaction coordinate. kB, h, R: physical constants.
# An independent classical flux calculation, which contains no h, tests it.
import numpy as np
from scipy.constants import k as kB, h, R, c, e as qe, atomic_mass
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import entr, expit

T = 473.0
dS = -50.0
kT = kB * T
kT_eV = kT / qe


def eyring_prefactor(entropy, temperature):
    return kB * temperature / h * np.exp(entropy / R)


A_E = eyring_prefactor(dS, T)
assert f"{A_E:.1e}" == "2.4e+10"

# ---- Classical flux model: double well in x, channel narrowing at x = 0 ----
barrier_eV = 0.6
B = barrier_eV / kT_eV                 # barrier in units of kT
mass = 72 * atomic_mass
a = 1.0e-10                            # distance from well to barrier, m
x = np.linspace(-2.0, 0.0, 401)        # reactant side, in units of a
y = np.linspace(-8.0, 8.0, 3201)       # in units of the reactant thermal width
u = np.linspace(-10.0, 10.0, 20001)    # momentum in units of sqrt(m kT)
gauss = np.exp(-u**2 / 2)
gauss_norm = trapezoid(gauss, u)
momentum_density = gauss / gauss_norm
S_momentum = trapezoid(entr(momentum_density), u) + 0.5 * np.log(mass * kT)
kinetic_mean = trapezoid(momentum_density * u**2 / 2, u)
forward = u >= 0
forward_speed = np.sqrt(kT / mass) * trapezoid(
    (momentum_density * u)[forward], u[forward])


def channel_model(log_stiffness_ratio):
    """Return Gibbs dS/kB, dH/kT and the flux rate, all by quadrature."""
    stiffness = np.exp(log_stiffness_ratio * np.exp(-(x / 0.3)**2))
    V = B * (x[:, None]**2 - 1)**2 + 0.5 * stiffness[:, None] * y**2
    weight = np.exp(-V)
    Z_reactant = trapezoid(trapezoid(weight, y, axis=1), x)
    Z_top = trapezoid(weight[-1], y)
    rho = weight / Z_reactant
    rho_top = weight[-1] / Z_top
    S_reactant = trapezoid(trapezoid(entr(rho), y, axis=1), x) + np.log(a)
    S_top = trapezoid(entr(rho_top), y)
    entropy = S_top - S_reactant - S_momentum + np.log(h)
    V_reactant = trapezoid(trapezoid(rho * V, y, axis=1), x)
    V_top = trapezoid(rho_top * V[-1], y)
    enthalpy = V_top - V_reactant - kinetic_mean
    rate = forward_speed * Z_top / (a * Z_reactant)
    return entropy, enthalpy, rate


log_ratio = brentq(lambda L: channel_model(L)[0] - dS / R, 4.0, 10.0,
                   xtol=1e-9)
S_model, H_model, flux_rate = channel_model(log_ratio)
eyring_rate = kT / h * np.exp(S_model - H_model)
flux_prefactor = flux_rate * np.exp(H_model)
assert abs(flux_rate / eyring_rate - 1) < 1e-5
assert abs(flux_prefactor / A_E - 1) < 1e-5
# The relation must hold for another channel shape, not only the tuned one.
S_other, H_other, rate_other = channel_model(5.0)
assert abs(rate_other / (kT / h * np.exp(S_other - H_other)) - 1) < 1e-5

# ---- Arrhenius prefactor from the slope of ln k against 1/T ----
dH = barrier_eV * qe * R / kB          # J/mol


def log_rate(inverse_T):
    return np.log(eyring_prefactor(dS, 1 / inverse_T)) - dH * inverse_T / R


step = 1e-4 / T
slope = (log_rate(1 / T + step) - log_rate(1 / T - step)) / (2 * step)
E_a = -R * slope
A_arrhenius = np.exp(log_rate(1 / T) + E_a / (R * T))
assert abs(E_a - dH - R * T) < 1e-3 * R * T
assert abs(A_arrhenius / A_E - np.e) < 1e-4

# ---- Microscopic origin: soft modes stiffen at the transition state ----
modes_reactant = np.array([30.0, 40.0, 50.0, 60.0, 3700.0])   # 1/cm
modes_top = np.array([150.0, 180.0, 220.0, 250.0])            # 1/cm
levels = np.arange(3000)


def mode_sums(wavenumber):
    """Entropy/kB, thermal energy/kT and partition sum from the levels."""
    energy = levels * h * c * 100 * wavenumber / kT
    boltzmann = np.exp(-energy)
    q = boltzmann.sum()
    p = boltzmann / q
    return np.array([entr(p).sum(), (p * energy).sum(), np.log(q)])


for wavenumber in np.concatenate([modes_reactant, modes_top]):
    z = h * c * 100 * wavenumber / kT
    closed = z / np.expm1(z) - np.log(-np.expm1(-z))
    assert abs(mode_sums(wavenumber)[0] - closed) < 1e-9
change = (sum(mode_sums(w) for w in modes_top)
          - sum(mode_sums(w) for w in modes_reactant))
dS_modes = R * change[0]
assert abs(change[2] - (change[0] - change[1])) < 1e-9
dS_log_rule = -R * np.log(np.prod(modes_top) / np.prod(modes_reactant[:4]))
assert abs(dS_modes - dS_log_rule) < 1.0
assert abs(dS_modes - dS) < 2.0

# ---- Reaction against desorption ----
desorption_eV, desorption_prefactor = 1.0, 1e15
k_react = A_E * np.exp(-barrier_eV / kT_eV)
k_no_entropy = kT / h * np.exp(-barrier_eV / kT_eV)
k_des = desorption_prefactor * np.exp(-desorption_eV / kT_eV)


def reaction_probability(rate):
    return rate / (rate + k_des)


P = reaction_probability(k_react)
P_no_entropy = reaction_probability(k_no_entropy)
# Independent: accumulate reaction events while the adsorbate survives.
times = np.linspace(0, 40 / (k_react + k_des), 40001)
P_time = trapezoid(k_react * np.exp(-(k_react + k_des) * times), times)
assert abs(P_time - P) < 1e-5

# ---- Neglected effects ----
imaginary_wavenumber = 1000.0
tunnel_u = h * c * 100 * imaginary_wavenumber / kT
tunnelling = quad(lambda E: np.exp(-E) * expit(2 * np.pi * E / tunnel_u),
                  -B, 50.0, limit=200)[0]
assert abs(tunnelling - (tunnel_u / 2) / np.sin(tunnel_u / 2)) < 1e-4
P_tunnel = reaction_probability(k_react * tunnelling)


def cosine_excess_entropy(depth):
    """Entropy/kB of one cosine well minus its harmonic approximation."""
    angle = np.linspace(-np.pi, np.pi, 20001)
    weight = np.exp(-0.5 * depth * (1 - np.cos(angle)))
    density = weight / trapezoid(weight, angle)
    harmonic = 0.5 * np.log(2 * np.pi * np.e * 2 / depth)
    return trapezoid(entr(density), angle) - harmonic


assert abs(cosine_excess_entropy(200.0)) < 0.01
well_eV = 0.1
excess = cosine_excess_entropy(well_eV / kT_eV)
entropy_error, barrier_shift = 10.0, 0.05

print(f"temperature: {T:.0f} K")
print(f"activation entropy: {dS:.1f} J/(mol K)")
print(f"gas constant R: {R:.4f} J/(mol K)")
print(f"thermal energy kB T: {kT_eV:.5f} eV")
print(f"universal frequency kB T/h: {kT/h:.4e} 1/s")
print(f"dS/R: {dS/R:.4f} (dimensionless)")
print(f"exp(dS/R): {np.exp(dS/R):.4e} (dimensionless)")
print(f"reduction factor exp(-dS/R): {np.exp(-dS/R):.1f} (dimensionless)")
print(f"Eyring prefactor: {A_E:.3e} 1/s")
print(f"Arrhenius prefactor: {A_arrhenius:.3e} 1/s")
print(f"Arrhenius energy for dH = {barrier_eV} eV: {E_a*kB/R/qe:.4f} eV")
print(f"free-energy cost -T dS: {-T*dS*kB/R/qe:.4f} eV")
print(f"flux model, mass: {mass/atomic_mass:.0f} u")
print(f"flux model, well-to-barrier distance: {a*1e9:.2f} nm")
print(f"flux model, channel frequency ratio: {np.exp(log_ratio/2):.1f}")
print(f"flux model, Gibbs activation entropy: {R*S_model:.3f} J/(mol K)")
print(f"flux model, activation enthalpy: {H_model*kT_eV:.4f} eV")
print(f"flux model, rate from flux: {flux_rate:.4e} 1/s")
print(f"flux model, rate from Eyring: {eyring_rate:.4e} 1/s")
print(f"flux model, prefactor from flux: {flux_prefactor:.3e} 1/s")
print("reactant modes:", *modes_reactant, "1/cm")
print("transition-state modes:", *modes_top, "1/cm")
print(f"activation entropy from mode levels: {dS_modes:.2f} J/(mol K)")
print(f"activation entropy from log rule: {dS_log_rule:.2f} J/(mol K)")
print(f"prefactor from mode levels: {eyring_prefactor(dS_modes, T):.3e} 1/s")
print(f"activation enthalpy: {barrier_eV:.2f} eV")
print(f"desorption energy: {desorption_eV:.2f} eV")
print(f"desorption prefactor: {desorption_prefactor:.1e} 1/s")
print(f"reaction rate constant: {k_react:.3e} 1/s")
print(f"reaction rate constant with dS = 0: {k_no_entropy:.3e} 1/s")
print(f"desorption rate constant: {k_des:.3e} 1/s")
print(f"reaction probability: {P:.3f} (dimensionless)")
print(f"reaction probability with dS = 0: {P_no_entropy:.3f} (dimensionless)")
print(f"imaginary wavenumber for tunnelling: {imaginary_wavenumber:.0f} 1/cm")
print(f"tunnelling factor on rate: {tunnelling:.3f} (dimensionless)")
print(f"reaction probability with tunnelling: {P_tunnel:.3f} (dimensionless)")
print(f"cosine well depth: {well_eV:.2f} eV")
print(f"extra reactant entropy, cosine well: {R*excess:.2f} J/(mol K)")
print(f"its factor on the prefactor: {np.exp(-excess):.3f} (dimensionless)")
print(f"factor for {entropy_error:.0f} J/(mol K) entropy error: "
      f"{np.exp(entropy_error/R):.2f} (dimensionless)")
print(f"factor for {barrier_shift:.2f} eV barrier shift: "
      f"{np.exp(barrier_shift/kT_eV):.2f} (dimensionless)")
for T_window in (423.0, 573.0):
    print(f"Eyring prefactor at {T_window:.0f} K, same dS: "
          f"{eyring_prefactor(dS, T_window):.3e} 1/s")
print("every check passed")
```

Running it gives:

```
temperature: 473 K
activation entropy: -50.0 J/(mol K)
gas constant R: 8.3145 J/(mol K)
thermal energy kB T: 0.04076 eV
universal frequency kB T/h: 9.8557e+12 1/s
dS/R: -6.0136 (dimensionless)
exp(dS/R): 2.4452e-03 (dimensionless)
reduction factor exp(-dS/R): 409.0 (dimensionless)
Eyring prefactor: 2.410e+10 1/s
Arrhenius prefactor: 6.551e+10 1/s
Arrhenius energy for dH = 0.6 eV: 0.6408 eV
free-energy cost -T dS: 0.2451 eV
flux model, mass: 72 u
flux model, well-to-barrier distance: 0.10 nm
flux model, channel frequency ratio: 60.0
flux model, Gibbs activation entropy: -50.000 J/(mol K)
flux model, activation enthalpy: 0.5587 eV
flux model, rate from flux: 2.6866e+04 1/s
flux model, rate from Eyring: 2.6866e+04 1/s
flux model, prefactor from flux: 2.410e+10 1/s
reactant modes: 30.0 40.0 50.0 60.0 3700.0 1/cm
transition-state modes: 150.0 180.0 220.0 250.0 1/cm
activation entropy from mode levels: -49.57 J/(mol K)
activation entropy from log rule: -50.07 J/(mol K)
prefactor from mode levels: 2.536e+10 1/s
activation enthalpy: 0.60 eV
desorption energy: 1.00 eV
desorption prefactor: 1.0e+15 1/s
reaction rate constant: 9.751e+03 1/s
reaction rate constant with dS = 0: 3.988e+06 1/s
desorption rate constant: 2.213e+04 1/s
reaction probability: 0.306 (dimensionless)
reaction probability with dS = 0: 0.994 (dimensionless)
imaginary wavenumber for tunnelling: 1000 1/cm
tunnelling factor on rate: 1.523 (dimensionless)
reaction probability with tunnelling: 0.401 (dimensionless)
cosine well depth: 0.10 eV
extra reactant entropy, cosine well: 1.89 J/(mol K)
its factor on the prefactor: 0.796 (dimensionless)
factor for 10 J/(mol K) entropy error: 3.33 (dimensionless)
factor for 0.05 eV barrier shift: 3.41 (dimensionless)
Eyring prefactor at 423 K, same dS: 2.155e+10 1/s
Eyring prefactor at 573 K, same dS: 2.919e+10 1/s
every check passed
```
